Subthreshold Swing of a Fully Depleted Two-Dimensional Transistor with Interface Traps, part 2

We seek the subthreshold swing of an n-channel transistor with one gate, interface traps and an atomically thin channel of length L and width W. For drain current I at fixed drain voltage V_D,

S = dV_G/d(log₁₀ I) = ln(10) dV_G/d(ln I).

The elementary charge q is positive, and φ = k_B T/q. Energies are measured from the source Fermi level: midgap lies at −qψ and the electron quasi-Fermi level at −qV. Along x, V runs from 0 at the source to V_D at the drain. Relative to midgap, the quasi-Fermi level is at qu, with u = ψ − V, and the conduction band edge at qB. The gate voltage V_G is zero when midgap lies at the source Fermi level without fixed charge.

Per area, C_ox is the gate capacitance, C_it = q² D_it the trap capacitance, n the density of mobile electrons and n_t that of trapped electrons, counted from half filling. D_it is the trap density per area and joule, and f, a Fermi function about the quasi-Fermi level, is the trap occupation. D_2 is the band density of states, N_2 = D_2 k_B T, and m = 1 + C_it/C_ox. Subscripts S and D on n denote source and drain.

With the quasi-Fermi level several k_B T inside the gap,

n ≈ N_2 exp[(u − B)/φ].   (2)

q n_t ≈ C_it u.   (3)

Without fixed charge, C_ox (V_G − V − u) = C_it u + q n(u), so at fixed V

dV_G/du = m + q n/(φ C_ox).   (6)

Mobile charge is negligible, giving u = (V_G − V)/m, when

n ≪ φ (C_ox + C_it)/q.   (7)

For constant mobility μ, the electron flux per width is Γ = μ n dV/dx, with diffusion part −μφ dn/dx, and

I = μ (W/L) q ∫₀^{V_D} n dV.   (8)

The example, at 300 K, has φ = 25.852 mV, D_it = 5×10¹² cm⁻² eV⁻¹, C_ox = 1.7708 µF/cm², C_it = 0.8011 µF/cm² and q² D_2 about 67 µF/cm². At V_G = 0.7 V, n_S = 1.025×10⁶ cm⁻².

### 11. The current and the swing

At fixed gate voltage, the density at quasi-Fermi voltage V is

n(V) = N_2 exp[(V_G/m − B)/φ] exp[−V/(mφ)].

The first two factors form n_S. The remaining integral is

∫₀^{V_D} exp[−V/(mφ)] dV = mφ {1 − exp[−V_D/(mφ)]}.

Equation (8) becomes

I = μ (W/L) q N_2 mφ exp[(V_G/m − B)/φ] {1 − exp[−V_D/(mφ)]}.   (9)

In its logarithm, one term depends on V_G:

ln I = V_G/(mφ) + terms independent of V_G.

Hence dV_G/d(ln I) = mφ, and the definition of S gives

S = ln(10) φ m = ln(10) (k_B T/q) (1 + C_it/C_ox).   (10)

The drain voltage has disappeared from S, even though it affects the current. It enters equation (9) through a factor that does not contain V_G.

Without traps, S = ln(10) φ. Within this model that is the lower limit, since C_it cannot be negative. It reflects the thermal tail of the electron distribution: u must rise by φ ln(10) for a decade of density, and without traps u follows the gate one for one. When C_it is much larger than C_ox, S approaches ln(10) φ C_it/C_ox, and most of each gate step is spent on charging traps.

A larger gate capacitance reduces the effect of a given trap density. Doubling C_ox in the example would halve C_it/C_ox from 0.4524 to 0.2262 and give 59.53 × 1.2262 = 73.0 mV per decade.

### 12. Worked example: swing and current

Without traps, at 300 K,

ln(10) φ = 2.3026 × 25.852 mV = 59.53 mV per decade.

With traps,

S = 59.53 × 1.4524 = 86.5 mV per decade.

An independent numerical value was obtained by solving the full charge balance, with the trap occupation integrated over energy, then integrating the current and differentiating its logarithm. At V_G = 0.7 V it gives 86.46 mV per decade for V_D = 1 mV and 86.45 for V_D = 0.5 V. Both were tested against equation (10) with a relative tolerance of 10⁻⁴.

For the current take μ = 30 cm²/(V s) and W/L = 1. The drain-voltage scale is mφ = 37.55 mV. When V_D is many times this value, equation (9) reduces to μ (W/L) q n_S mφ. With q = 1.602×10⁻¹⁹ C,

I = 30 × 1.602×10⁻¹⁹ × 1.025×10⁶ × 0.03755 A = 1.85×10⁻¹³ A.

At V_D = 0.1 V the last factor of equation (9) is 1 − exp(−100/37.55) = 0.930, so the current is 1.72×10⁻¹³ A. The numerical integrals give 1.8500×10⁻¹³ A at 0.5 V and 1.7210×10⁻¹³ A at 0.1 V.

If D_it is uniform in energy and independent of temperature, and the traps still follow the gate sweep, m is independent of temperature too, and S is proportional to T. Uniformity matters because, at a given current, cooling moves the quasi-Fermi level toward the band edge. A trap density that rises toward the edge, such as a band tail, then makes S fall more slowly than T. Cooling at a given gate voltage sharply reduces both the emission coefficient and the density of electrons available for capture, so a sweep that is slow enough at 300 K may be too fast at a lower temperature. At 200 K the numerical steady-state swing is 57.64 mV per decade, two thirds of the value at 300 K within rounding. This value is taken at V_G = 0.7 V, where the model current at 200 K is only about 2.5×10⁻¹⁷ A.

### 13. The drift hidden in the subthreshold current

The scale of drain saturation is mφ, not φ. To see why, write the potential along the channel:

ψ = V + u = V + (V_G − V)/m = V_G/m + (1 − 1/m) V.

Toward the drain the quasi-Fermi level falls, and the traps release electrons. The sheet becomes less negative and its potential rises. This rise offsets part of the increase in V, so u falls by V/m and not by V.

The rising potential also pulls electrons toward the drain. The diffusion part of the flux is

−μφ dn/dx = −μ n du/dx = (1/m) μ n dV/dx.

It is a fraction 1/m of the total flux μ n dV/dx. Drift carries the rest:

drift share = 1 − 1/m = C_it/(C_ox + C_it).   (11)

Within the gradual-channel model with constant mobility, this share is the same at every position. In the example it is 0.8011/2.5719 = 0.3115, nearly a third of the current. Without traps m = 1, ψ is constant along the channel, and the current is pure diffusion as long as mobile charge is negligible.

Since the diffusion part is Γ/m, the total flux can also be written Γ = −mμφ dn/dx. It is constant, so the density falls linearly with x. Unless V_D is small compared with mφ, the quasi-Fermi voltage does not vary linearly, and with traps present neither does the potential. In saturation this profile fails close to the drain. At V_D = 0.5 V and L = 1 µm it would place 0.33 V of the drain voltage in the last 10 nm and require electron velocities far above the thermal speed, so neither the gradual-channel approximation nor constant mobility holds there. That stretch contributes only 1% of the integral in equation (8).

A separate numerical solution divided the channel into cells and kept the drift and diffusion terms of the flux, without using equation (8). At V_D = 0.1 V it gives a current of 1.7211×10⁻¹³ A and a drift share of 0.3115. The current was tested against the integral, and the drift share against equation (11).

### 14. Approach to threshold

Mobile charge can be retained without repeating the whole calculation. In the balance with a single gate, V_G and V occur in the combination w = V_G − V, so n depends on w alone. At fixed V_G, dV = −dw, and equation (8) becomes

I = K ∫ from V_G − V_D to V_G of n(w) dw, where K = μ (W/L) q.

Differentiating with respect to V_G moves both limits:

dI/dV_G = K (n_S − n_D).

To evaluate I, change the integration variable from w to n. From the first half, dw = [m + q n/(φ C_ox)] du, and du = φ dn/n. Therefore

n dw = [mφ + q n/C_ox] dn,

I = K [mφ (n_S − n_D) + q (n_S² − n_D²)/(2C_ox)].

Since S = ln(10) I/(dI/dV_G), division and the factorization n_S² − n_D² = (n_S − n_D)(n_S + n_D) give

S = ln(10) [mφ + q (n_S + n_D)/(2C_ox)].   (12)

Equation (12) uses equations (2) and (3). Their first corrections, from degeneracy and from the band-edge trap term, are also linear in n. Together they change the addition by the fraction (C_ox − C_it)/(2 q² D_2), which is 0.7% in the example but need not be small for a light mass or a large C_ox. With this proviso, the extra swing is proportional to the mean of the two end densities. At small drain voltage n_D ≈ n_S, and the addition is ln(10) q n_S/C_ox. In saturation n_D is negligible, and the addition is half as large. The independence from drain voltage found in section 11 thus requires negligible mobile charge, in addition to the uniform trap density assumed there.

At V_G = 0.95 V the source density is 7.973×10⁸ cm⁻². The small-drain addition is

2.3026 × 1.602×10⁻¹⁹ C × 7.973×10⁸ cm⁻² / (1.7708×10⁻⁶ F/cm²) = 0.166 mV per decade.

The numerical additions are 0.165 mV per decade at V_D = 1 mV and 0.084 at V_D = 0.5 V. They agree with the full and half values within the tested tolerance of 5% of the addition.

At V_G = 1.1 V the density has reached 3.94×10¹⁰ cm⁻². The numerical swing is 94.6 mV per decade at V_D = 1 mV and 90.6 at 0.5 V. The first is about 9.5% above the deep-subthreshold value, so a slope taken there and interpreted with equation (10) would assign mobile charge to traps.

### 15. A back plane and the extraction of D_it

Suppose a conductor behind the sheet has capacitance C_b to it and is held at a fixed voltage V_B, measured with the same kind of zero as V_G. The deep-subthreshold balance becomes

C_ox (V_G − ψ) + C_b (V_B − ψ) = C_it (ψ − V).

Substitute ψ = u + V and collect u:

(C_ox + C_b + C_it) u = C_ox V_G + C_b V_B − (C_ox + C_b) V.

At every V, du/dV_G = C_ox/(C_ox + C_b + C_it). The dependence of n on V_G is therefore a common exponential factor, which comes out of the integral in equation (8). The swing is

S = ln(10) φ [1 + (C_it + C_b)/C_ox].   (13)

A back oxide 300 nm thick with relative permittivity 3.9 has C_b = 0.0115 µF/cm². It raises the swing to 86.84 mV per decade, an increase of about 0.4 mV. With 10 nm of the same oxide the swing is 98.06 mV per decade, and the condition of a single well-controlled gate is no longer met. Both cases were tested against equation (13).

Solving equation (10) for the trap density gives

D_it = (C_ox/q²) [S/(φ ln(10)) − 1], per joule.

For the density per electronvolt, q² is replaced by q. If this relation is used although a back plane is present, equation (13) shows that C_b is counted as trap capacitance. The extracted density per electronvolt is then too large by C_b/q. For the 300 nm oxide the excess is 7.2×10¹⁰ cm⁻² eV⁻¹, which is 1.4% of the true model value. The voltage drop inside the sheet, neglected in section 2, can cause a larger error. Let C_s be the sheet's own capacitance per area. If the traps lie on the face away from the gate and the electrons see the mid-sheet potential, m is replaced by (m + C_it/C_s)/(1 + C_it/(2C_s)). For a sheet 0.65 nm thick with relative permittivity between 4 and 8, C_s is only 3 to 6 times the C_ox of the example. The swing is then 88.7 to 87.6 mV per decade, and the extracted density is 8% to 4% too large.

### 16. Traps that do not respond, and traps that are not uniform

If the gate is swept so fast that the trap occupation stays fixed, n_t is constant and behaves as fixed charge. The trap capacitance is absent, m = 1, and S = ln(10) φ. A numerical case with uniform frozen charge gives 59.53 mV per decade. Equation (10) therefore applies to traps that follow the sweep. At intermediate speeds the response depends on capture and emission rates, and a steady-state balance is insufficient.

If the trap density varies with energy, the trap capacitance becomes

C_it(u) = q d(q n_t)/d(qu) = q² ∫ D_it(E) (−∂f/∂E) dE.

The function −∂f/∂E is a peak of unit area, symmetric about the quasi-Fermi level and a few k_B T wide. For a density that varies slowly across this width, the integral is close to D_it at the quasi-Fermi level. For a linear variation the first-order terms on the two sides of the peak cancel, apart from band-edge effects.

At small drain voltage the whole channel has nearly the same u, and the current is proportional to n_S V_D. The swing is then

S = ln(10) φ [1 + C_it(u)/C_ox].

Let the density be the earlier value multiplied by 1 + aE, with a = 1 per eV and E measured from midgap. Trapped electrons are now counted from the state in which all levels below midgap are filled and all levels above it are empty. Another choice would act as fixed charge and change u at a given gate voltage. At V_G = 0.6 V the source has u = 0.3892 V, and

S = 59.53 × (1 + 0.4524 × 1.3892) = 96.9 mV per decade.

At V_G = 0.9 V, u = 0.5689 V and the same arithmetic gives 101.8 mV per decade. The numerical swings are 96.93 and 101.77. The swing now changes with gate voltage even though mobile charge is still negligible. In deep subthreshold a uniform density of responding traps keeps ln I a straight line against V_G, whereas the sloped density of this example bends it.

### 17. Conditions on the result

Equation (10) requires a single well-controlled gate, trapped and fixed charge that can be treated as smooth in the plane, a trap density uniform in energy and along the channel, a quasi-Fermi level several k_B T inside the gap, mobile charge small in the sense of condition (7), negligible holes, dopants whose charge does not change with gate voltage, and traps in steady state with the conduction band. It also requires the channel to limit the current. A contact barrier that limits the current is outside the model, as is a short channel whose potential is set partly by the drain.

Constant mobility matters too. If μ varies with V_G but is uniform along the channel, the logarithm of equation (9) gives

d(ln I)/dV_G = 1/(mφ) + d(ln μ)/dV_G.

A mobility that rises with gate voltage lowers the measured swing, and reading that swing through equation (10) would give too small a trap density. The complete numerical values for the example are listed in the numerical output.

Computed values

```
temperature = 300 K; thermal voltage = 25.852 mV
gap = 1.8 eV; mass = 0.5 m_e; valleys = 2
mobility = 30 cm^2/(V s); W/L = 1
gate dielectric: 10 nm, relative permittivity 20
trap density D_it = 5.00e+12 cm^-2 eV^-1
band density N_2 = 1.080e+13 cm^-2
C_ox = 1.7708 uF/cm^2
C_it = 0.8011 uF/cm^2
m = 1 + C_it/C_ox = 1.4524
swing without traps, formula = 59.53 mV/decade
swing with traps, formula = 86.45 mV/decade
numerical swing, V_G = 0.7 V, V_D = 1 mV: 86.46 mV/decade
numerical swing, V_G = 0.7 V, V_D = 0.5 V: 86.45 mV/decade
numerical swing at 200 K, V_D = 0.5 V: 57.64 mV/decade
numerical swing, frozen traps: 59.53 mV/decade
u at source, V_G = 0.7 V: 0.4820 V
drain saturation scale m*phi = 37.55 mV
current, V_G = 0.7 V, V_D = 0.05 V: 1.3615e-13 A
current, V_G = 0.7 V, V_D = 0.10 V: 1.7210e-13 A
current, V_G = 0.7 V, V_D = 0.50 V: 1.8500e-13 A
drift-diffusion current, V_D = 0.10 V: 1.7211e-13 A
drift share, drift-diffusion = 0.3115
drift share, formula = 0.3115
approach to threshold: source density, swing at V_D = 1 mV and 0.5 V
V_G = 0.7 V: 1.025e+06 cm^-2, 86.46 and 86.45 mV/decade
V_G = 0.8 V: 1.470e+07 cm^-2, 86.46 and 86.46 mV/decade
V_G = 0.9 V: 2.108e+08 cm^-2, 86.50 and 86.48 mV/decade
V_G = 1.0 V: 3.003e+09 cm^-2, 87.08 and 86.77 mV/decade
V_G = 1.1 V: 3.944e+10 cm^-2, 94.63 and 90.59 mV/decade
density for 1% swing increase, small V_D = 4.15e+09 cm^-2
source density at V_G = 0.95 V: 7.973e+08 cm^-2
extra swing there, small-V_D formula = 0.1661 mV/decade
extra swing there, V_D = 1 mV, numerical = 0.1651 mV/decade
extra swing there, V_D = 0.5 V, numerical = 0.0837 mV/decade
back oxide: 300 nm, relative permittivity 3.9
C_b = 0.0115 uF/cm^2
numerical swing with this back oxide = 86.84 mV/decade
numerical swing with 10 nm back oxide = 98.06 mV/decade
D_it extracted ignoring C_b (300 nm) = 5.072e+12 cm^-2 eV^-1
excess in extracted D_it = 7.19e+10 cm^-2 eV^-1
non-uniform traps: D_it*(1 + a*E), a = 1.0 per eV, E from midgap
V_G = 0.6 V: u = 0.3892 V, swing at V_D = 1 mV = 96.93 mV/decade
V_G = 0.9 V: u = 0.5689 V, swing at V_D = 1 mV = 101.77 mV/decade
```
